# The Two-Electron Exchange Bound and Its Use in SCAN

Put two electrons of opposite spin into one orbital whose density is uniform inside a ball of radius $R$ and zero outside. The sharp edge is an idealization, to be read as the limit of a thin smooth one. In Hartree atomic units, used throughout, the charge enclosed by a sphere of radius $r$ is $Q(r)=2r^3/R^3$ inside and $2$ outside. The field at $r$ is $Q/r^2$, so the electrostatic energy of the density is

$$
U=\frac12\int_0^\infty\frac{Q(r)^2}{r^2}\,dr=\frac12\left[\frac{4}{R^6}\,\frac{R^5}{5}+\frac4R\right]=\frac{12}{5R}.
$$

This energy counts each electron as repelling itself. The true repulsion in the product state is that of one electron with the other, each of density $n/2$:

$$
\int\!\!\int\frac{\tfrac12n(\mathbf r)\,\tfrac12n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=\frac U2 .
$$

The exchange energy is the true repulsion minus $U$, hence $E_x=-U/2=-6/(5R)$. For $R=1$ bohr this is $-1.2000$ hartree.

The local density approximation (LDA) gives instead

$$
E_x^{\rm LDA}=-A\,I[n],\qquad I[n]=\int n^{4/3}\,d^3r,\qquad A=\frac34\left(\frac3\pi\right)^{1/3}=0.738559,
$$

where $A$ is the exchange constant of the spin-unpolarized uniform gas. In what follows $A$ serves only as a unit of measure. The ball has $I=2^{4/3}(4\pi R^3/3)^{-1/3}$, which is $1.5632$ for $R=1$, so $E_x^{\rm LDA}=-1.1545$ hartree and

$$
\frac{E_x}{E_x^{\rm LDA}}=\frac{1.2000}{1.1545}=1.039 .
$$

Both energies vary as $1/R$, so the ratio does not depend on the size of the ball. It depends on the shape of the density, and the question is how large any shape can make it.

For a general density define

$$
U[n]=\frac12\int\!\!\int\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad E_x=\langle\Phi|V_{ee}|\Phi\rangle-U[n],
$$

where $\Phi$ is the Kohn–Sham determinant. For a determinant of orbitals $\phi_i$ with spins $\sigma_i$ the repulsion is

$$
\langle\Phi|V_{ee}|\Phi\rangle=\frac12\sum_{ij}\int\!\!\int\frac{|\phi_i(\mathbf r)|^2|\phi_j(\mathbf r')|^2-\delta_{\sigma_i\sigma_j}\phi_i^*(\mathbf r)\phi_j(\mathbf r)\phi_j^*(\mathbf r')\phi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

The first term sums to $U[n]$. What remains is exchange, and the factor $\delta_{\sigma_i\sigma_j}$ separates it into a spin-up part and a spin-down part. For noninteracting electrons the orbitals of one spin are fixed by the density of that spin, so

$$
E_x[n_\uparrow,n_\downarrow]=E_x[n_\uparrow,0]+E_x[0,n_\downarrow].
$$

Write $E_x[n]$ with one argument for the unpolarized case, $E_x[n]=E_x[n/2,n/2]$. Since both spins contribute equally there, $E_x[2n_\sigma]=2E_x[n_\sigma,0]$. Inserting this for each spin gives the spin-scaling relation

$$
E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow].
$$

A single electron of density $n_1$ has no repulsion, $\langle V_{ee}\rangle=0$, and therefore $E_x[n_1,0]=-U[n_1]$. A spin-unpolarized pair with $n=2|\phi|^2$ consists of two such spin channels, each of density $n/2$:

$$
E_x[n]=2E_x[n/2,0]=-2U[n/2]=-\tfrac12U[n].
$$

The last step uses the fact that $U$ is quadratic in $n$. The result agrees with the ball.

Now let $C_1$ be the largest value of $U[n_1]/I[n_1]$ over all one-electron densities. Then $U[n/2]\le C_1I[n/2]$, and $I[n/2]=2^{-4/3}I[n]$. Hence

$$
E_x[n]\ge-2C_1\,2^{-4/3}I[n]=-\frac{C_1}{2^{1/3}}\,I[n].
$$

Dividing by the negative number $-A\,I[n]$ reverses the inequality:

$$
\frac{E_x[n]}{E_x^{\rm LDA}[n]}\le B,\qquad B=\frac{C_1}{2^{1/3}A}.
$$

With the rounded constant $C_1=1.092$ one finds $1.092/2^{1/3}=0.86672$, and $0.86672/0.738559=1.17353$, which rounds to $1.174$.

Spin scaling also shows that the one-electron problem has the same ratio. Applied to the LDA it gives $E_x^{\rm LSDA}[n_1,0]=-\tfrac12A\int(2n_1)^{4/3}d^3r=-2^{1/3}A\,I[n_1]$. Since $E_x[n_1,0]=-U[n_1]\ge-C_1I[n_1]$, the ratio of exact to local-spin-density exchange is again at most $C_1/(2^{1/3}A)$. The bound thus covers one fully polarized electron as well as an unpolarized pair.

Everything now rests on $C_1$, which can be derived. Two scalings organize the problem. Under $n(\mathbf r)\to\lambda^3n(\lambda\mathbf r)$ the electron number $N$ is unchanged while $U$ and $I$ are both multiplied by $\lambda$, so $U/I$ has no preferred length. If a density with $N$ electrons is written as $n=Nn_1$, then $U[n]=N^2U[n_1]$ and $I[n]=N^{4/3}I[n_1]$, so that

$$
U[n]\le C_1N^{2/3}I[n].
$$

For two electrons in one orbital the factor $N^{2/3}$ raises the constant by $2^{2/3}$, while $E_x=-U/2$ halves it. The product is the $2^{-1/3}$ found above.

The maximum can be sought among spherical densities that decrease outward. Rearranging any density into that form, with the volume of each level set kept, leaves $N$ and $I$ unchanged. By the Riesz rearrangement inequality it cannot lower $U$, because $1/|\mathbf r-\mathbf r'|$ decreases with distance. Physically, gathering charge of fixed density levels into a round heap raises its self-repulsion.

Such densities cannot make $U/I$ arbitrarily large. Choose the length scale so that $N=I=1$. Hölder's inequality, applied inside a sphere of radius $r$, bounds the enclosed charge:

$$
Q(r)\le\left(\frac{4\pi r^3}{3}\right)^{1/4}I^{3/4}=c\,r^{3/4},\qquad c=\left(\frac{4\pi}{3}\right)^{1/4}.
$$

Also $Q\le1$. The integrand of $U=\frac12\int Q^2/r^2\,dr$ therefore lies below the smaller of $c^2r^{-1/2}/2$ and $r^{-2}/2$. The first is integrable at the origin and the second at infinity, so $C_1$ is finite.

The same estimate shows that the maximum is attained. Take a sequence of decreasing radial densities $n_k$ with $N=I=1$ and $U[n_k]\to C_1$. Because $n_k$ decreases, $n_k(r)^{4/3}\,4\pi r^3/3\le1$, which bounds $n_k(r)$ by a constant times $r^{-9/4}$. Helly's selection theorem then supplies a subsequence that converges at almost every $r$ to some $n_*$. The bound $r^{-9/4}$ is integrable at the origin with weight $r^2$, so the enclosed charges converge at every $r$. The common majorant for $Q^2/r^2$ then gives $U[n_*]=C_1$. Some charge might have escaped to infinity, but Fatou's lemma gives $N_*\le1$ and $I_*\le1$, so

$$
C_1=U[n_*]\le C_1N_*^{2/3}I_*\le C_1 .
$$

Equality must hold throughout, hence $N_*=I_*=1$, and $n_*$ is a true maximizer.

Drop the star. The functional $G[n]=C_1N^{2/3}I[n]-U[n]$ is never negative and vanishes at the maximizer, so its first variation there is zero wherever $n>0$. The variations are $\delta N=\int\delta n$, $\delta I=\frac43\int n^{1/3}\delta n$ and $\delta U=\int v_H\,\delta n$, where $v_H(\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. With $N=1$,

$$
v_H-\frac43C_1n^{1/3}=\mu,\qquad\mu=\frac23C_1I=\frac23U>0 .
$$

Far away $v_H$ falls below $\mu$, which no positive $n$ could satisfy. The density therefore ends at a finite radius. Where $n=0$ only $\delta n\ge0$ is allowed and $\delta I$ is of higher order, so $\delta G=\int(\mu-v_H)\,\delta n\ge0$ requires $v_H\le\mu$ there. Inside, the Euler equation gives $v_H\ge\mu$. Since $v_H$ is continuous, $v_H=\mu$ at the edge, and $n$ falls continuously to zero there. At the origin it is regular: $Q\le c\,r^{3/4}$ gives a potential no more singular than $r^{-1/4}$. The Euler equation then limits $n$ to $r^{-3/4}$, and with that density the potential is finite.

Set $n=n_c\theta^3$ and $r=a\xi$, with $\theta(0)=1$. Take the Laplacian of the Euler equation and use Poisson's equation, $\nabla^2v_H=-4\pi n$:

$$
\frac43C_1n_c^{1/3}\,\frac1{a^2}\left(\theta''+\frac2\xi\theta'\right)=-4\pi n_c\theta^3 .
$$

Choosing $a^2=C_1n_c^{-2/3}/(3\pi)$ removes all constants and leaves the Lane–Emden equation of index 3,

$$
\theta''+\frac2\xi\theta'=-\theta^3,\qquad\theta(0)=1,\quad\theta'(0)=0 .
$$

Let $\xi_1$ be the first zero of $\theta$. The equation is equivalent to $(\xi^2\theta')'=-\xi^2\theta^3$, so the integral needed for the normalization is a surface term:

$$
\int_0^{\xi_1}\theta^3\xi^2\,d\xi=-\xi_1^2\theta'(\xi_1)\equiv\omega .
$$

The condition $N=1$ reads

$$
1=4\pi a^3n_c\,\omega=4\pi\omega\left(\frac{C_1}{3\pi}\right)^{3/2}.
$$

The central density has cancelled, as the scaling of $U/I$ requires. Solving for the constant,

$$
C_1=3\pi\,(4\pi\omega)^{-2/3}.
$$

Numerical integration of the differential equation gives $\xi_1=6.8968$ and $\omega=2.018236$. Then $4\pi\omega=25.362$, and

$$
C_1=1.09182,\qquad\frac{C_1}{2^{1/3}}=0.86658,\qquad B=1.17333 .
$$

This settles a point about the last digit. The value $1.174$ was obtained above by inserting the already rounded $1.092$. The unrounded value would round to $1.173$, which is slightly too small to be a valid bound. The number $1.174$ is safe, and loose by about $0.06\%$ of $B$.

The value $B$ is reached by the Lane–Emden profile itself. Its orbital is $\phi=\sqrt{n/2}\propto\theta^{3/2}$, whose gradient vanishes at the edge as $\theta^{1/2}$, so its kinetic energy is finite. The constant therefore cannot be improved for two electrons of opposite spin in one orbital.

A density without an edge comes close. Take $n=(2/\pi)e^{-2r}$, which holds two electrons. Its potential is

$$
v_H(r)=2\left[\frac1r-e^{-2r}\left(1+\frac1r\right)\right],
$$

since this is finite at the origin, tends to $2/r$, and obeys $(rv_H)''=-8re^{-2r}=-4\pi rn$. Hence

$$
U=\frac12\int nv_H\,d^3r=8\int_0^\infty e^{-2r}\left[r-e^{-2r}(r^2+r)\right]dr=8\left[\frac14-\frac1{32}-\frac1{16}\right]=\frac54 ,
$$

$$
I=\left(\frac2\pi\right)^{4/3}4\pi\int_0^\infty r^2e^{-8r/3}dr=\left(\frac2\pi\right)^{4/3}\frac{8\pi}{(8/3)^3}=0.72584 .
$$

So $E_x=-0.62500$ and $E_x^{\rm LDA}=-0.738559\times0.72584=-0.53607$ hartree, with ratio $1.1659$. The other densities below were integrated in the same way, by quadrature where needed. The Lane–Emden density is scaled to a radius of $6.897$ bohr.

| Two-electron density | $E_x$ (hartree) | $E_x^{\rm LDA}$ (hartree) | Ratio |
|---|---:|---:|---:|
| Ball, $R=1$ bohr | $-1.2000$ | $-1.1545$ | $1.039$ |
| Exponential, $e^{-2r}$ | $-0.6250$ | $-0.5361$ | $1.166$ |
| Gaussian, $e^{-r^2}$ | $-0.7979$ | $-0.6820$ | $1.170$ |
| Lane–Emden | $-0.4350$ | $-0.3707$ | $1.173$ |

The three heaped densities lie within one percent of the bound. There is no comparable bound from below. Spread the pair over $M$ identical, very distant lumps. Each lump carries a fraction $1/M$ of the charge, so $U$ scales as $M\cdot M^{-2}$ and $I$ as $M\cdot M^{-4/3}$. The ratio falls as $M^{-2/3}$ and tends to zero. For a spin-unpolarized pair in one orbital the LDA can thus overestimate the strength of exchange by any factor, but can never give less than $1/B$, or about $85\%$, of it.

So far the bound concerns integrated energies. In a density functional the name $F_x$ belongs to a local quantity, the enhancement factor. A meta-generalized-gradient approximation has the form

$$
E_x^{\rm approx}[n]=-A\int n^{4/3}F_x(s,\alpha)\,d^3r,\qquad s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}},\qquad\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},
$$

where $\tau=\frac12\sum_i|\nabla\phi_i|^2$ is summed over occupied spin orbitals, $\tau_W=|\nabla n|^2/(8n)$, and $\tau_{\rm unif}$ is the value of $\tau$ in a uniform gas of density $n$. For a pair in one real orbital, $\phi=\sqrt{n/2}$ and $\nabla\phi=\nabla n/(2\sqrt{2n})$, so

$$
\tau=2\cdot\tfrac12|\nabla\phi|^2=\frac{|\nabla n|^2}{8n}=\tau_W,\qquad\alpha=0 .
$$

This is why the two-electron bound constrains the functional at $\alpha=0$.

The exact exchange energy gives no pointwise bound. It can be written as $-\frac14\int nv_H\,d^3r$, and comparing integrands defines the local ratio $v_H/(4An^{1/3})$. For the exponential density this equals $1.12$ at $r=1$ bohr, $4.4$ at $5$ bohr and $62$ at $10$ bohr. It grows as $e^{2r/3}/r$, because the potential falls slowly and the density fast. At the origin, where $v_H=2$, the local ratio is only $0.79$. What $B$ bounds is its average with weight $n^{4/3}$, here $1.166$, in which the inner region, where the ratio lies below $B$, offsets the outer region, where it lies above.

For a semilocal functional with $F_x\ge0$, however, the integrated and pointwise statements are equivalent: the functional obeys the bound for all spin-unpolarized pairs in one orbital if and only if $F_x(s,0)\le B$ for every $s$. One direction is immediate, since a pointwise bound survives averaging with the positive weight $n^{4/3}$. For the other, suppose that $F_x(s_0,0)>B$ at some $s_0$. Let $m=n^{-1/3}$. Then $\nabla m=-\frac13n^{-4/3}\nabla n$, and

$$
s=\frac{3|\nabla m|}{2(3\pi^2)^{1/3}} .
$$

A radial zigzag in $m$ with slope $\pm\frac23(3\pi^2)^{1/3}s_0$ therefore has $s=s_0$ everywhere except at its kinks, which can be rounded over negligible volume. Fill a ball with this density, let it drop to zero through a thin edge, and choose the radius so that $N=2$. The edge and the kinks hold a vanishing share of $I$, and because $F_x\ge0$ they can lower the average by at most that share of $F_x(s_0,0)$. The average of $F_x$ then falls short of $F_x(s_0,0)$ by no more than an amount that can be made as small as desired. It may lie higher, if $F_x$ is large in the edge. Either way it exceeds $B$, and the functional breaks the bound. For $s_0=0$ the zigzag is simply the uniform ball.

This construction can be carried out for $s_0=3$. Take a ball of radius $0.786$ bohr with 400 zigzag segments, in which $m$ varies between $1$ and $1.012$ bohr, and an exponential edge of decay length $0.0005$ bohr. Radial quadrature gives an exact ratio of $1.040$, close to that of the uniform ball, since $n=m^{-3}$ varies by less than $4\%$, so that both $U$ and $I$ stay near their values for a uniform ball of the same radius. The PBE functional, a generalized-gradient approximation whose $F_x$ depends on $s$ alone, has $F_x(3)=1.571$ and yields the ratio $1.572$. It breaks the two-electron bound for this density.

SCAN takes the bound as its ceiling. At $\alpha=0$ its enhancement factor is

$$
F_x^{\rm SCAN}(s,0)=1.174\left[1-e^{-a_1/\sqrt s}\right],\qquad a_1=4.9479 .
$$

As $s$ grows, $a_1/\sqrt s$ shrinks, so the bracket decreases from $1$ at $s=0$ to zero at infinity. The values are $1.1657$ at $s=1$, $1.1065$ at $s=3$ and $1.0456$ at $s=5$. Hence $F_x^{\rm SCAN}(s,0)\le1.174$ for every $s$, and the integrated bound with $1.174$ follows for every spin-unpolarized pair in one orbital. For the rippled ball SCAN gives $1.105$. That is allowed, though still above the exact $1.040$: obeying a bound does not make a functional accurate for a given density.

At $s=0$ SCAN exceeds the unrounded $B$ by the same $0.06\%$ by which $1.174$ does. A uniform ball with a thin enough edge would therefore carry it just past the sharp bound. This is a consequence of rounding the constant.

The derivation used $E_x=-U/2$, which holds for two electrons of opposite spin sharing one orbital. Two electrons of equal spin occupy different orbitals and have a different exchange energy, and the same is true of systems with more electrons. Nothing here shows that $1.174$ bounds their exchange ratio, or that $F_x$ must stay below it when $\alpha\neq0$. The bound also concerns exchange alone. Correlation lowers the energy further, so the same constant cannot be carried over to the combined exchange-correlation energy by this argument.

Numerical values quoted here were computed with a short program.
